# Why Negative Depths in an Infinite-Medium Range Profile Underestimate Ion Reflection: test program

```python
"""
Result under test: for ions entering a medium at depth x = 0,
    P = probability of stopping at x < 0 in an INFINITE medium
    R = probability of leaving a HALF-SPACE medium x > 0 (no surface barrier)
obey P <= R and P = R (1 - q), where q is the mean probability that an escaping
ion, continued in the medium outside, comes back and stops at x > 0.
Symbols: E energy (eV), x depth (nm), mu cosine to the inward normal,
U planar surface barrier (eV). Example: 1 keV boron in amorphous silicon.
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(20240611)

# ---------- solvable case: Gaussian depth steps, first step inward ----------
h = 0.05
grid = (np.arange(-1200, 1200) + 0.5) * h
kernel = h * np.exp(-0.5 * (grid[:, None] - grid[None, :])**2) / np.sqrt(2*np.pi)
free = np.where(grid > 0, 2*np.exp(-0.5*grid**2)/np.sqrt(2*np.pi), 0.0)
absorbed = free.copy()
toy = {}
for step in range(2, 101):
    free = kernel @ free
    absorbed = np.where(grid > 0, kernel @ absorbed, 0.0)
    toy[step] = (h*free[grid < 0].sum(), 1 - h*absorbed.sum())
del kernel
for step in (2, 3, 10, 100):
    closed = 0.5 - np.arcsin(1/np.sqrt(step))/np.pi
    assert abs(toy[step][0] - closed) < 3e-4
assert abs(toy[3][1] - 3/8) < 3e-4
assert all(p - 3e-4 <= r <= 2*p + 3e-4 for p, r in toy.values())

# ---------- collision physics ----------
Z1, Z2, M1, M2 = 5, 14, 11.009, 28.085
density = 50.0                                   # atoms per nm^3, rough
e2 = const.e / (4*np.pi*const.epsilon_0) * 1e9   # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9
amu_ev = const.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0] * 1e6
screen = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
eps_per_ev = screen * M2 / (Z1*Z2*e2*(M1 + M2))
b_max = density**(-1/3) / np.sqrt(np.pi)
mean_flight = 1 / (density*np.pi*b_max**2)
# Lindhard-Scharff stopping: dE/ds = -k_el sqrt(E)
k_el = (density * 8*np.pi*e2*bohr * Z1**(7/6)*Z2
        / (Z1**(2/3) + Z2**(2/3))**1.5
        * np.sqrt(2/(M1*amu_ev)) / const.fine_structure)


def zbl(r):
    return (0.1818*np.exp(-3.2*r) + 0.5099*np.exp(-0.9423*r)
            + 0.2802*np.exp(-0.4029*r) + 0.02817*np.exp(-0.2016*r))


def scattering_angle(eps, b, phi, nodes=40):
    """Centre-of-mass angle; eps and b are in screening units."""
    eps, b = np.broadcast_arrays(np.asarray(eps, float), np.asarray(b, float))
    low, high = np.full(eps.shape, 1e-6), np.full(eps.shape, 1e4)
    for _ in range(70):
        mid = np.sqrt(low*high)
        inside = 1 - phi(mid)/(mid*eps) - (b/mid)**2 < 0
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    r0 = np.sqrt(low*high)[..., None]
    t, w = np.polynomial.legendre.leggauss(nodes)
    alpha, w = np.pi/4*(t + 1), np.pi/4*w
    u = np.sin(alpha)
    radicand = 1 - phi(r0/u)*u/(r0*eps[..., None]) - (b[..., None]*u/r0)**2
    integral = np.sum(w*np.cos(alpha)/np.sqrt(radicand), axis=-1)
    return np.pi - 2*b/r0[..., 0]*integral


# bare Coulomb potential must give the Rutherford angle
for eps_t, b_t in ((0.5, 1.0), (0.1, 2.0), (2.0, 3.0)):
    rutherford = 2*np.arctan(1/(2*eps_t*b_t))
    assert abs(scattering_angle(eps_t, b_t, np.ones_like) - rutherford) < 1e-5

n_e, n_b = 100, 200
log_e = np.linspace(np.log(4.9), np.log(1100.0), n_e)
b_grid = np.linspace(0, 1, n_b)
cos_table = np.cos(scattering_angle(np.exp(log_e)[:, None]*eps_per_ev,
                                    b_grid[None, :]*b_max/screen, zbl))
flat_table = cos_table.ravel()


def cos_cm(energy, b_fraction):
    a = (np.log(energy) - log_e[0]) / (log_e[1] - log_e[0])
    c = b_fraction * (n_b - 1)
    i = np.clip(a.astype(int), 0, n_e - 2)
    j = np.clip(c.astype(int), 0, n_b - 2)
    a, c, m = a - i, c - j, i*n_b + j
    return ((1-a)*((1-c)*flat_table[m] + c*flat_table[m+1])
            + a*((1-c)*flat_table[m+n_b] + c*flat_table[m+n_b+1]))


e_t, b_t = np.array([7.3, 61.0, 333.0, 970.0]), np.array([0.83, 0.37, 0.111, 0.52])
direct = np.cos(scattering_angle(e_t*eps_per_ev, b_t*b_max/screen, zbl, 200))
assert np.max(np.abs(cos_cm(e_t, b_t) - direct)) < 2e-3


def transport(energy, mu, half_space, barrier=0.0, cutoff=5.0,
              stopping=1.0, shrink=1.0):
    """Follow ions from x = 0. Returns stopping depth (nan if escaped),
    number of surface crossings, and energy and cosine at escape."""
    n = len(energy)
    depth, crossings = np.full(n, np.nan), np.zeros(n, int)
    out_e, out_mu = np.full(n, np.nan), np.full(n, np.nan)
    ident, x = np.arange(n), np.zeros(n)
    E, mu = energy.astype(float).copy(), mu.astype(float).copy()
    k, ratio = k_el*stopping, M2/M1
    gamma = 4*M1*M2/(M1 + M2)**2
    while len(ident):
        root = np.sqrt(E)
        path = rng.exponential(mean_flight/shrink**2, len(E))
        path_stop = 2*(root - np.sqrt(cutoff))/k
        halted = path_stop <= path
        path = np.minimum(path, path_stop)
        x_new = x + mu*path
        gone = np.zeros(len(E), bool)
        if half_space:
            hit = np.flatnonzero(x_new < 0)
            e_surface = (root[hit] + 0.5*k*x[hit]/mu[hit])**2
            passes = e_surface*mu[hit]**2 > barrier
            leave, back = hit[passes], hit[~passes]
            gone[leave] = True
            crossings[ident[leave]] = 1
            out_e[ident[leave]] = e_surface[passes]
            out_mu[ident[leave]] = -mu[leave]
            x_new[back] *= -1
            mu[back] *= -1
        else:
            crossings[ident] += (x_new < 0) != (x < 0)
        E = np.maximum((root - 0.5*k*path)**2, cutoff)
        depth[ident[halted & ~gone]] = x_new[halted & ~gone]
        go = ~(halted | gone)
        ident, x, E, mu = ident[go], x_new[go], E[go], mu[go]
        if not len(ident):
            break
        c = cos_cm(E, shrink*np.sqrt(rng.random(len(E))))
        E = E*(1 - gamma*(1 - c)/2)
        cos_lab = (1 + ratio*c)/np.sqrt(1 + ratio**2 + 2*ratio*c)
        sin_lab = np.sqrt(np.maximum(0, 1 - cos_lab**2))
        azimuth = np.cos(2*np.pi*rng.random(len(E)))
        mu = mu*cos_lab + np.sqrt(np.maximum(0, 1 - mu**2))*sin_lab*azimuth
        mu = np.clip(mu, -1, 1)
        alive = E > cutoff
        depth[ident[~alive]] = x[~alive]
        ident, x, E, mu = ident[alive], x[alive], E[alive], mu[alive]
    return depth, crossings, out_e, out_mu


def error(p, n):
    return np.sqrt(max(p*(1 - p), 1/n)/n)


# ---------- main example ----------
E0, U, dose = 1000.0, 4.7, 1e15
n = 60000
beam = np.full(n, E0)
x_inf, count, _, _ = transport(beam, np.ones(n), False)
x_half, left, e_out, mu_out = transport(beam, np.ones(n), True)
P, R = np.mean(x_inf < 0), np.mean(left > 0)
R_cross = np.mean(count > 0)
sP, sR = error(P, n), error(R, n)
# separate half-space run against the crossing probability in infinite medium
assert abs(R - R_cross) < 4*np.hypot(sR, error(R_cross, n))
# the negative-depth part is significantly below the reflected fraction
assert R - P > 3*np.hypot(sR, sP)

# escaped ions are started afresh as new ions entering a medium
esc = left > 0
again, _, _, _ = transport(np.repeat(e_out[esc], 4), np.repeat(mu_out[esc], 4), False)
q = np.mean(again < 0)
P_renewal = R*(1 - q)
s_renewal = np.hypot((1 - q)*sR, R*error(q, esc.sum()))
assert abs(P - P_renewal) < 4*np.hypot(sP, s_renewal)

returned = (count > 0) & (x_inf > 0)
kept = x_half[~esc]

# ---------- surface barrier ----------
nb = 40000
_, left_b, _, _ = transport(np.full(nb, E0 + U), np.ones(nb), True, barrier=U)
R_barrier = np.mean(left_b > 0)
ns = 15000
x_slow, count_slow, _, _ = transport(np.full(ns, 20.0), np.ones(ns), False)
_, left_slow, _, _ = transport(np.full(ns, 20.0 + U), np.ones(ns), True, barrier=U)
P_slow, R_slow = np.mean(x_slow < 0), np.mean(left_slow > 0)
# with a barrier the bound can fail for slow ions
assert P_slow - R_slow > 3*np.hypot(error(P_slow, ns), error(R_slow, ns))

# ---------- printed results ----------
print(f"Gaussian steps n=3: P = {toy[3][0]:.4f}, R = {toy[3][1]:.4f}")
print(f"Gaussian steps n=10: P = {toy[10][0]:.4f}, R = {toy[10][1]:.4f}")
print(f"Gaussian steps n=100: P = {toy[100][0]:.4f}, R = {toy[100][1]:.4f}")
print(f"Gaussian steps n=100: R/P = {toy[100][1]/toy[100][0]:.3f}")
print(f"ion energy = {E0:.0f} eV, dose = {dose:.1e} cm^-2")
print(f"masses B, Si = {M1}, {M2} u; density = {density:.0f} nm^-3")
print(f"screening length = {screen:.5f} nm")
print(f"mean flight = {mean_flight:.4f} nm, largest impact parameter = {b_max:.4f} nm")
print(f"electronic stopping at start = {k_el*np.sqrt(E0):.2f} eV/nm")
print(f"ions per main run = {n}, cut-off energy = 5 eV")
print(f"infinite medium: P = {P:.4f} +- {sP:.4f}")
print(f"half-space: R = {R:.4f} +- {sR:.4f}")
print(f"infinite medium, at least one crossing = {R_cross:.4f}")
print(f"exactly 1 crossing = {np.mean(count == 1):.4f}")
print(f"exactly 2 crossings = {np.mean(count == 2):.4f}")
print(f"exactly 3 crossings = {np.mean(count == 3):.4f}")
print(f"4 or more crossings = {np.mean(count >= 4):.4f}")
print(f"crossed but stopped at x>0 = {returned.mean():.4f} "
      f"+- {error(returned.mean(), n):.4f}")
print(f"mean return probability q of escaped ions = {q:.4f}")
print(f"R(1-q) = {P_renewal:.4f} +- {s_renewal:.4f}")
print(f"R/P from the two separate runs = {R/P:.3f}")
print(f"share of reflected ions missed by P = {100*(1 - P/R):.1f} %")
print(f"reflected dose from R = {R*dose:.3e} cm^-2")
print(f"reflected dose if P were used = {P*dose:.3e} cm^-2")
print(f"mean energy of escaping ions = {np.mean(e_out[esc]):.0f} eV")
print(f"mean outward cosine of escaping ions = {np.mean(mu_out[esc]):.3f}")
print(f"infinite-medium mean depth = {x_inf.mean():.2f} nm, "
      f"straggle = {x_inf.std():.2f} nm")
print(f"half-space retained mean depth = {kept.mean():.2f} nm")
print(f"mean depth of returned ions = {x_inf[returned].mean():.2f} nm")
print(f"99th percentile of retained depth = {np.percentile(kept, 99):.1f} nm")
print(f"barrier U = {U} eV (rough): R = {R_barrier:.4f} +- {error(R_barrier, nb):.4f}")
slow_share = np.mean(e_out[esc]*mu_out[esc]**2 < U)
print(f"escaping ions with normal energy below U = {100*slow_share:.1f} %")
print(f"20 eV ions, no barrier: P = {P_slow:.4f}, R = {np.mean(count_slow > 0):.4f}")
print(f"20 eV ions, barrier {U} eV: R = {R_slow:.4f}")
variants = (("electronic stopping x1.5", 1.0, dict(stopping=1.5)),
            ("cut-off 20 eV", 1.0, dict(cutoff=20.0)),
            ("collision cross-section x0.5", 1.0, dict(shrink=np.sqrt(0.5))),
            ("incidence 75 deg", np.cos(np.radians(75)), {}))
for name, mu0, options in variants:
    xv, cv, _, _ = transport(np.full(ns, E0), np.full(ns, mu0), False, **options)
    pv, rv = np.mean(xv < 0), np.mean(cv > 0)
    print(f"{name}: P = {pv:.4f}, R = {rv:.4f}, R/P = {rv/pv:.3f}")
print(f"standard error of R in a variant near R={R:.2f}: {error(R, ns):.4f}")
hist, _ = np.histogram(kept, bins=np.arange(0, 40, 0.5))
peak = hist.max()/n*dose*1e-14/0.5
print(f"peak boron per silicon atom = {100*peak/density:.1f} %")
sputter_yield = 0.5
recession = sputter_yield*dose*1e-14/density
print(f"sputter recession at rough yield {sputter_yield} = {recession:.2f} nm")
print("no test failed")
```

Printed output:

```
Gaussian steps n=3: P = 0.3041, R = 0.3749
Gaussian steps n=10: P = 0.3976, R = 0.6476
Gaussian steps n=100: P = 0.4681, R = 0.8873
Gaussian steps n=100: R/P = 1.895
ion energy = 1000 eV, dose = 1.0e+15 cm^-2
masses B, Si = 11.009, 28.085 u; density = 50 nm^-3
screening length = 0.01427 nm
mean flight = 0.2714 nm, largest impact parameter = 0.1531 nm
electronic stopping at start = 20.55 eV/nm
ions per main run = 60000, cut-off energy = 5 eV
infinite medium: P = 0.0792 +- 0.0011
half-space: R = 0.0980 +- 0.0012
infinite medium, at least one crossing = 0.0982
exactly 1 crossing = 0.0748
exactly 2 crossings = 0.0179
exactly 3 crossings = 0.0042
4 or more crossings = 0.0013
crossed but stopped at x>0 = 0.0190 +- 0.0006
mean return probability q of escaped ions = 0.1968
R(1-q) = 0.0787 +- 0.0011
R/P from the two separate runs = 1.237
share of reflected ions missed by P = 19.2 %
reflected dose from R = 9.797e+13 cm^-2
reflected dose if P were used = 7.918e+13 cm^-2
mean energy of escaping ions = 181 eV
mean outward cosine of escaping ions = 0.667
infinite-medium mean depth = 5.90 nm, straggle = 4.44 nm
half-space retained mean depth = 6.67 nm
mean depth of returned ions = 0.79 nm
99th percentile of retained depth = 17.7 nm
barrier U = 4.7 eV (rough): R = 0.0921 +- 0.0014
escaping ions with normal energy below U = 5.4 %
20 eV ions, no barrier: P = 0.0495, R = 0.0505
20 eV ions, barrier 4.7 eV: R = 0.0097
electronic stopping x1.5: P = 0.0749, R = 0.0915, R/P = 1.223
cut-off 20 eV: P = 0.0796, R = 0.0942, R/P = 1.183
collision cross-section x0.5: P = 0.0858, R = 0.1059, R/P = 1.235
incidence 75 deg: P = 0.3525, R = 0.4732, R/P = 1.343
standard error of R in a variant near R=0.10: 0.0024
peak boron per silicon atom = 1.8 %
sputter recession at rough yield 0.5 = 0.10 nm
no test failed
```
